# Does a flat dose curve prove steric saturation in ALD?

**Question**

I am studying the first precursor pulse of an atomic layer deposition (ALD) process on hydroxylated silica. The precursor is a lanthanum complex with three bulky ligands. When I increase the dose, the number of La atoms fixed per area rises and then stays flat. I concluded that the ligands of the adsorbed molecules cover the surface and block further adsorption. A colleague says that the surface may simply have run out of OH groups. Can the dose curve decide between us? If not, what should I vary?

**Answer**

The plateau of the dose curve cannot decide, and its shape cannot be relied on either: in the model below the two mechanisms give the same curve at every dose. Changing the initial OH density can decide, under conditions given below.

**Two resources that can run out**

Write the precursor as ML$_n$, with $n=3$ ligands L. An adsorbing molecule reacts with $x$ hydroxyls. Each reaction binds the metal to a surface oxygen and releases one molecule HL, so $n-x$ ligands stay on the metal. Let $N$ be the number of metal atoms fixed per area, $h_0$ the initial density of reactive OH, and $L$ the largest density of ligands that fits on the surface. Then

$$\text{OH left}=h_0-xN,\qquad \text{ligands held}=(n-x)N .$$

The first quantity reaches zero at $N=A$ and the second reaches $L$ at $N=B$, where

$$A=\frac{h_0}{x},\qquad B=\frac{L}{n-x}.$$

$A$ is the exhaustion limit and $B$ is the steric limit.

For the kinetics I assume irreversible adsorption, a fixed $x$, no reactive sites other than OH, and ligand room shared evenly over the surface (a mean-field assumption). If $x=2$, the first bond is the slow step and the second follows at once. Let $F$ be the number of molecules that have struck unit area, and $s$ the reactive cross-section of one OH. The reaction probability per impact is $s$ times the remaining OH density times the fraction of ligand room still free:

$$\frac{dN}{dF}=s\,(h_0-xN)\left[1-\frac{(n-x)N}{L}\right].$$

Taking $h_0$ out of the first bracket and setting $k=sh_0$ gives

$$\frac{dN}{dF}=k\left(1-\frac{N}{A}\right)\left(1-\frac{N}{B}\right).$$

This equation does not change when $A$ and $B$ are exchanged at fixed $k$. A fit to the dose curve can therefore return two limiting uptakes, but it cannot say which belongs to OH and which to ligands. Separate knowledge of both $h_0$ and $x$, which fixes $A$, would break the tie. If $x$ must be a whole number, $h_0$ alone is often enough, but not in the example below. The symmetry needs the free-room factor to enter to the first power. If it entered as $(1-N/B)^{n-x}$, the $x=1$ curve of that example would reach 0.855 instead of 1.08 nm$^{-2}$ at 0.005 Torr s and would approach its plateau algebraically. Reading a mechanism from the shape therefore requires knowing the blocking law beforehand.

**The dose curve and its plateau**

For $A\ne B$, separate the variables and use partial fractions:

$$\frac{1}{(1-N/A)(1-N/B)}=\frac{AB}{(A-N)(B-N)}=\frac{AB}{B-A}\left[\frac1{A-N}-\frac1{B-N}\right].$$

Integrating from $N=0$ at $F=0$ gives

$$\frac{AB}{B-A}\ln\frac{1-N/B}{1-N/A}=kF .$$

Define $u=\exp[kF(B-A)/(AB)]$. Then $1-N/B=u(1-N/A)$. Collecting the terms in $N$ gives $N(u/A-1/B)=u-1$, and multiplying by $AB$ leads to

$$N=\frac{AB\,(u-1)}{uB-A}.$$

If $A<B$, a large dose sends $u\to\infty$ and $N\to A$. If $A>B$, it sends $u\to0$ and $N\to B$. The plateau is the smaller of the two limits, and it is equally flat in both cases.

**One surface, two explanations**

Take $h_0=L=2.5$ nm$^{-2}$ and compare two hypotheses about the bonding:

- With $x=2$, $A=2.5/2=1.25$ nm$^{-2}$ and $B=2.5/1=2.5$ nm$^{-2}$. The OH runs out.
- With $x=1$, $A=2.5/1=2.5$ nm$^{-2}$ and $B=2.5/2=1.25$ nm$^{-2}$. The ligands block the surface.

The limits have changed places. With the same $s$ in both cases, $k$ is also the same, so the two dose curves coincide at every dose.

To put the dose in Torr s, use the impingement rate of a gas, $p/\sqrt{2\pi mk_BT}$. For tris(isopropylcyclopentadienyl)lanthanum, with molar mass 460.4 g/mol, at 523 K, a dose of 1 Torr s delivers $7.158\times10^5$ molecules per nm$^2$. I take $s=4\times10^{-4}$ nm$^2$, so $k=sh_0=10^{-3}$, which is the initial reaction probability per impact.

At 0.005 Torr s, $F=3579$ nm$^{-2}$ and $kF=3.579$ nm$^{-2}$. For $x=2$, $(B-A)/(AB)=1.25/3.125=0.4$ nm$^2$, so $u=e^{1.432}=4.19$ and

$$N=\frac{3.125\times3.19}{4.19\times2.5-1.25}=1.08\ \text{nm}^{-2}.$$

Both hypotheses give this value. Both also give 1.213 nm$^{-2}$ at 0.01 Torr s and 1.248 nm$^{-2}$ at 0.02 Torr s. Doubling the last dose adds 0.16 % to the uptake. That is a convincing plateau, but at its end the first surface has no OH left and the second still has 1.25 nm$^{-2}$, half of what it started with.

**What changes when you vary the OH density**

You can lower $h_0$ by heating the silica before deposition, at a temperature above that of the deposition itself, so that $h_0$ does not drift during the pulse. With $L$, $s$ and the deposition temperature held fixed, the model gives these plateaus:

| $h_0$ (nm$^{-2}$) | $N$ for $x=2$ (nm$^{-2}$) | $N$ for $x=1$ (nm$^{-2}$) |
|---|---|---|
| 1.0 | 0.50 | 1.00 |
| 1.5 | 0.75 | 1.25 |
| 2.5 | 1.25 | 1.25 |
| 4.0 | 2.00 | 1.25 |

An exhaustion plateau is proportional to $h_0$; a steric plateau in this model does not depend on it. A convenient measure is the log-slope, $\ln(N_2/N_1)/\ln(h_2/h_1)$. Between 1.5 and 2.5 nm$^{-2}$ it is 1 for $x=2$ and 0 for $x=1$.

The first row shows a limit of the test. The two limits cross where $h_0/x=L/(n-x)$, that is, at

$$h^*=\frac{xL}{n-x}.$$

For $x=1$ this is 1.25 nm$^{-2}$. Below it, the surface that was sterically limited becomes limited by OH, and its plateau also falls in proportion to $h_0$. The answer therefore belongs to a range of OH densities, not to the precursor alone.

**Check the dose again at each OH density**

Near $h^*$ the difference $B-A$ is small, so $u$ changes slowly with dose. At $A=B$ the rate equation is $dN/(1-N/A)^2=k\,dF$. Its integral is $N/(1-N/A)=kF$, so

$$N=\frac{AkF}{A+kF}.$$

The approach to the plateau is now algebraic instead of exponential. Reaching 99 % requires $kF=99A$. For $x=1$ and $h_0=1.25$ nm$^{-2}$, $k=5\times10^{-4}$ and $F=99\times1.25/(5\times10^{-4})=2.475\times10^5$ nm$^{-2}$, or 0.35 Torr s. At $h_0=2.5$ nm$^{-2}$ the same 99 % takes 0.014 Torr s. If you carried the shorter dose over to the drier surface, the incomplete uptake would look like a dependence of the plateau on OH.

**When the slope alone misleads**

*Other reactive sites.* Suppose that the precursor also splits on oxygen bridges, leaving all its ligands on the surface, that ligands already held there can still react with OH, and that in the end all OH has reacted and the ligand room is full. The $nN$ ligands brought in, minus the $h_0$ ligands released as HL, must equal $L$:

$$nN-h_0=L\quad\Rightarrow\quad N=\frac{L+h_0}{n}.$$

Here the steric limit itself rises with $h_0$. For our numbers, $N$ is 1.33 nm$^{-2}$ at $h_0=1.5$ nm$^{-2}$ and 1.67 nm$^{-2}$ at 2.5 nm$^{-2}$, a log-slope of 0.44. Extrapolated to $h_0=0$, the uptake is 0.83 nm$^{-2}$, not zero. An intercept shows that sites other than OH react; it does not show that the ligand room is full. A stock of 0.3 bridges per nm$^2$ that is simply used up, beside OH reacting with $x=2$, gives $N=h_0/2+0.3$: an intercept, a log-slope of 0.76, no OH left, and only 2.15 ligands per nm$^2$ at $h_0=2.5$ nm$^{-2}$, below $L$. What marks the full-room case is that the ligands held, $nN-h_0$, stay the same as $h_0$ changes, so that $dN/dh_0=1/n$.

*Immobile adsorbates on random sites.* Let each adsorbate be a disc of diameter $d$, fixed on one randomly placed OH. A new disc is blocked if an accepted one lies within $d$. On average $\pi d^2h_0$ other sites lie within that distance, and half of them are tried earlier. At low density nearly all of those are accepted, so the accepted fraction is, to first order,

$$\frac{N}{h_0}\approx1-\frac{\pi d^2h_0}{2}.$$

The plateau thus starts out proportional to $h_0$ and then bends over gradually. I simulated this with 30,000 random sites, choosing $d=0.50$ nm to give the plateau of 1.25 nm$^{-2}$ at $h_0=2.5$ nm$^{-2}$. The log-slope is 0.55 between 1.5 and 2.5 nm$^{-2}$, and 0.41 between 2.5 and 5 nm$^{-2}$; other random samples of this size move these values by up to 0.02. Blocking by neighbours therefore need not give a slope near zero.

*Missing partners.* An OH with no free neighbour within reach cannot form the second bond of the $x=2$ case. In a simulation on the same random sites, with a reach of 0.5 nm and no steric blocking, the mean $x$ is 1.56 at $h_0=2.5$ nm$^{-2}$ and 1.41 at 1.5 nm$^{-2}$. The plateaus become 1.60 and 1.07 nm$^{-2}$, and the exhaustion log-slope drops from 1 to about 0.8. At $h_0=2.5$ nm$^{-2}$ this surface holds $3\times1.60-2.5=2.3$ ligands per nm$^2$, close to $L$, and at 3 nm$^{-2}$ it would hold more than $L$, so leaving out blocking is consistent only at the lower densities.

An intermediate slope is therefore weak evidence by itself: the cases above give values from about 0.4 to 0.8, and a range that crosses $h^*$ ($x=1$, from 1.0 to 2.5 nm$^{-2}$) gives 0.24. Count the reactive OH left at the plateau as well, or measure the HL released per metal atom, which gives $x$ and hence $h_0-xN$. At $h_0=2.5$ nm$^{-2}$ the disc model leaves 1.25 nm$^{-2}$ of OH, while the missing-partner model leaves none. The bridge-site case also leaves none, so there you need the uptake near $h_0=0$ too. Measure it on a strongly dehydroxylated surface instead of relying on a long extrapolation: a straight line through the two missing-partner plateaus would also miss the origin, by about 0.25 nm$^{-2}$, although that curve bends back to zero.

**How close this is to a real process**

Silica carries very roughly 5 OH per nm$^2$ when fully hydroxylated and between 1 and 2 after heating near 500 °C, so the lower and middle part of the range used here is accessible. The upper end, 4 to 5 nm$^{-2}$, may not be, because heating above the deposition temperature already removes some OH. The values of $L$, $s$ and the reach are rough assumptions, not measured properties of this precursor. With an oxide density of about 6.5 g/cm$^3$, La$_2$O$_3$ holds 24 La atoms per nm$^3$, so the common plateau corresponds to $1.25/24.0=0.052$ nm of oxide, a plausible size for one ALD cycle. It describes the first pulse on silica; later pulses meet a lanthanum oxide surface with its own OH density.

The even sharing of ligand room is the assumption I would trust least. Replacing it by immobile discs moved the steric log-slope from 0 to 0.55. The fitted disc is itself too small: two ligands at $1/L=0.4$ nm$^2$ each need 0.8 nm$^2$, which is a disc about 1.0 nm across. Larger discs are closer to their packing limit at the same $h_0$, so their plateau depends less on $h_0$: with $d=1.01$ nm the log-slope between 1.5 and 2.5 nm$^{-2}$ is 0.25. The plateau at 2.5 nm$^{-2}$ is then only 0.49 nm$^{-2}$, or 0.020 nm of oxide, and even hexagonal packing of such discs gives 1.13 nm$^{-2}$. The steric plateau of 1.25 nm$^{-2}$ assumes that the ligands fill the surface without gaps. The disc result shows that a steric plateau can rise with $h_0$, not by how much it does so for this molecule.

For your experiment, prepare at least three OH densities over as wide a range as you can, find the plateau separately at each, and plot $N$ against $h_0$. A line through the origin with no reactive OH left supports your colleague. A plateau that stays level, or rises less than in proportion to $h_0$, while reactive OH remains supports you. If no reactive OH is left but the points do not lie on a line through the origin, $x$ may be changing with $h_0$ or other sites may be reacting. The plot alone then does not decide, and you need the number of ligands held per area at each $h_0$.
